# Helium 2s2p ¹P: Lifetime, Fano Extrema and Gaussian Instrument Broadening: a program that tests the result

```python
"""Fano profile of helium 2s2p 1P and its Gaussian convolution.

Result under test: with eps = 2 (E - E_r) / Gamma and
    F(eps) = (q + eps)^2 / (1 + eps^2)      (cross section / background),
the lifetime is hbar/Gamma, the maximum 1 + q^2 lies at eps = 1/q, the zero
at eps = -q, and convolution with a normalized Gaussian of standard
deviation s gives
    F_c = 1 + sqrt(pi) y Re[(q - i)^2 w(z)],  z = y (eps + i),
    y = 1/(sqrt(2) sigma),  sigma = 2 s / Gamma,  w = Faddeeva function.
Energies x = E - E_r are in meV unless stated otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfcx, wofz

GAMMA = 37.0          # total width, meV
Q = -2.77             # Fano asymmetry parameter
FWHM_MAIN = 20.0      # chosen instrument width, meV
FWHM_LIST = [10.0, 20.0, 40.0, 80.0]
TO_STD = 1.0 / (2.0 * np.sqrt(2.0 * np.log(2.0)))


def fano(eps):
    return (Q + eps) ** 2 / (1.0 + eps ** 2)


def convolved(eps, sigma):
    y = 1.0 / (np.sqrt(2.0) * sigma)
    z = y * (eps + 1j)
    return 1.0 + np.sqrt(np.pi) * y * ((Q - 1j) ** 2 * wofz(z)).real


def slope_condition(eps, sigma):
    """Proportional, with a positive factor, to dF_c/deps."""
    z = (eps + 1j) / (np.sqrt(2.0) * sigma)
    return ((Q - 1j) ** 2 * (1j / np.sqrt(np.pi) - z * wofz(z))).real


def convolved_extrema(sigma):
    grid = np.linspace(-40.0, 40.013, 4001)
    values = slope_condition(grid, sigma)
    changes = np.where(values[:-1] * values[1:] < 0)[0]
    assert len(changes) == 2, "expected one maximum and one minimum"
    assert values[0] > 0 and values[-1] > 0
    return [brentq(slope_condition, grid[k], grid[k + 1], args=(sigma,),
                   xtol=1e-13) for k in changes]


def convolved_direct(x, std):
    """Direct quadrature of the defining convolution integral."""
    u = np.linspace(-9.0 * std, 9.0 * std, 2001)
    kernel = np.exp(-0.5 * (u / std) ** 2) / (std * np.sqrt(2.0 * np.pi))
    return np.trapezoid(kernel * fano(2.0 * (x - u) / GAMMA), u) \
        if hasattr(np, "trapezoid") else \
        np.trapz(kernel * fano(2.0 * (x - u) / GAMMA), u)


# --- Test: diagonalize a discrete state in a finite band (Gamma = hbar = 1).
half_band, step = 100.0, 0.1
levels = np.linspace(-half_band, half_band, int(round(2 * half_band / step)) + 1)
coupling = np.sqrt(1.0 / (2.0 * np.pi))       # energy-normalized V
size = len(levels) + 1
hamiltonian = np.zeros((size, size))
hamiltonian[np.arange(1, size), np.arange(1, size)] = levels
hamiltonian[0, 1:] = hamiltonian[1:, 0] = coupling * np.sqrt(step)
dipole = np.full(size, np.sqrt(step))         # continuum amplitude mu_E = 1
dipole[0] = Q * np.pi * coupling              # discrete amplitude from q
energies, states = np.linalg.eigh(hamiltonian)
strength = (dipole @ states)[1:-1] ** 2
spacing = 0.5 * (energies[2:] - energies[:-2])
inner = energies[1:-1]
near = np.abs(inner) < 4.0
model_error = np.max(np.abs(strength[near] / spacing[near]
                            - fano(2.0 * inner[near])))
# The finite band changes the profile by a relative amount of order
# 1/(pi * half_band), about 0.003, on a peak height near 9.
assert model_error < 0.05
times = np.array([1.0, 2.0, 3.0])
weights = states[0] ** 2
survival = np.array([abs(np.sum(weights * np.exp(-1j * energies * t))) ** 2
                     for t in times])
# The same finite-band effect limits the agreement with exponential decay.
assert np.max(np.abs(survival - np.exp(-times))) < 0.01

# --- Lifetime.
hartree_mev = const.physical_constants["Hartree energy in eV"][0] * 1e3
time_unit_fs = const.physical_constants["atomic unit of time"][0] * 1e15
gamma_au = GAMMA / hartree_mev
tau_au = 1.0 / gamma_au
tau_fs = const.hbar / (GAMMA * 1e-3 * const.e) * 1e15
assert abs(tau_au * time_unit_fs / tau_fs - 1.0) < 1e-7

# --- Bare extrema against numerical optimization.
ratio = 1.0 + Q ** 2
x_peak, x_zero = GAMMA / (2.0 * Q), -Q * GAMMA / 2.0
peak_search = minimize_scalar(lambda x: -fano(2 * x / GAMMA),
                              bounds=(-100, 30), method="bounded",
                              options={"xatol": 1e-7})
zero_search = minimize_scalar(lambda x: fano(2 * x / GAMMA),
                              bounds=(10, 150), method="bounded",
                              options={"xatol": 1e-7})
assert abs(peak_search.x - x_peak) < 1e-3
assert abs(zero_search.x - x_zero) < 1e-3
assert abs(-peak_search.fun - ratio) < 1e-8
assert zero_search.fun < 1e-8

# --- Convolved profile and extrema against direct quadrature.
rows = []
for fwhm in FWHM_LIST:
    std = fwhm * TO_STD
    sigma = 2.0 * std / GAMMA
    for x in np.linspace(-200.0, 200.0, 41):
        assert abs(convolved(2 * x / GAMMA, sigma)
                   - convolved_direct(x, std)) < 1e-9
    eps_max, eps_min = convolved_extrema(sigma)
    x_max, x_min = eps_max * GAMMA / 2, eps_min * GAMMA / 2
    search_max = minimize_scalar(lambda x: -convolved_direct(x, std),
                                 bounds=(x_max - 15, x_max + 12),
                                 method="bounded", options={"xatol": 1e-7})
    search_min = minimize_scalar(lambda x: convolved_direct(x, std),
                                 bounds=(x_min - 15, x_min + 12),
                                 method="bounded", options={"xatol": 1e-7})
    assert abs(search_max.x - x_max) < 1e-3
    assert abs(search_min.x - x_min) < 1e-3
    f_max, f_min = convolved(eps_max, sigma), convolved(eps_min, sigma)
    rows.append((fwhm, std, x_max, f_max, x_min, f_min, np.sqrt(f_max - 1)))
table = np.array(rows)
assert np.all(np.diff(table[:, 2]) < 0) and table[0, 2] < x_peak
assert np.all(np.diff(table[:, 4]) > 0) and table[0, 4] > x_zero
assert np.all(np.diff(table[:, 5]) > 0) and table[0, 5] > 0
assert np.all(np.diff(table[:, 6]) < 0) and table[0, 6] < abs(Q)


# --- Small-width formulas: the error must fall about 16-fold on halving sigma.
def small_width(sigma):
    shift = 3.0 * sigma ** 2 * Q / ratio
    return np.array([1.0 / Q + shift, -Q - shift,
                     ratio - sigma ** 2 * Q ** 4 / ratio, sigma ** 2 / ratio])


def small_width_error(sigma):
    e_max, e_min = convolved_extrema(sigma)
    exact = np.array([e_max, e_min, convolved(e_max, sigma),
                      convolved(e_min, sigma)])
    return np.abs(exact - small_width(sigma))


error_wide, error_narrow = small_width_error(0.06), small_width_error(0.03)
assert np.all(error_narrow < error_wide / 10.0)

# --- Worked example.
std_main = FWHM_MAIN * TO_STD
sigma_main = 2.0 * std_main / GAMMA
y_main = 1.0 / (np.sqrt(2.0) * sigma_main)
center = 1.0 + np.sqrt(np.pi) * y_main * (Q ** 2 - 1.0) * erfcx(y_main)
assert abs(center - convolved_direct(0.0, std_main)) < 1e-9

print(f"width Gamma = {GAMMA:.1f} meV = {gamma_au:.6f} hartree")
print(f"asymmetry parameter q = {Q:.2f}")
print(f"lifetime = {tau_fs:.2f} fs = {tau_au:.1f} atomic units of time")
print(f"peak-to-background ratio = {ratio:.4f}")
print(f"bare maximum: eps = {1 / Q:.4f}, E-E_r = {x_peak:.3f} meV")
print(f"bare zero: eps = {-Q:.4f}, E-E_r = {x_zero:.3f} meV")
print(f"distance from maximum to zero = {x_zero - x_peak:.3f} meV")
print(f"band model: largest deviation from F = {model_error:.4f}")
for t, p in zip(times, survival):
    print(f"band model: survival at {t:.0f} lifetimes = {p:.4f}, "
          f"exponential = {np.exp(-t):.4f}")
print(f"main instrument FWHM = {FWHM_MAIN:.1f} meV, s = {std_main:.4f} meV")
print(f"sigma = {sigma_main:.5f}, y = {y_main:.5f}, "
      f"erfcx(y) = {erfcx(y_main):.5f}")
print(f"at E_r: bare F = {fano(0.0):.4f}, convolved F = {center:.4f}")
print("profile for main width: E-E_r (meV), bare F, convolved F")
for x in [-200, -100, -50, -25, -10, 0, 10, 25, 50, 75, 100, 200]:
    e = 2.0 * x / GAMMA
    print(f"  {x:5d}  {fano(e):.4f}  {convolved(e, sigma_main):.4f}")
print("FWHM, s, x_max (meV), F_max, x_min (meV), F_min, apparent |q|")
for r in rows:
    print(f"  {r[0]:.0f}  {r[1]:.3f}  {r[2]:.3f}  {r[3]:.4f}  "
          f"{r[4]:.3f}  {r[5]:.4f}  {r[6]:.3f}")
print("small-width estimates: FWHM, x_max (meV), F_max, x_min (meV), F_min")
for fwhm in FWHM_LIST[:2]:
    a = small_width(2.0 * fwhm * TO_STD / GAMMA)
    print(f"  {fwhm:.0f}  {a[0] * GAMMA / 2:.3f}  {a[2]:.4f}  "
          f"{a[1] * GAMMA / 2:.3f}  {a[3]:.4f}")
print("error ratios on halving sigma (eps_max, eps_min, F_max, F_min):")
print("  " + "  ".join(f"{v:.2f}" for v in error_wide / error_narrow))
print("success")
```

Output:

```
width Gamma = 37.0 meV = 0.001360 hartree
asymmetry parameter q = -2.77
lifetime = 17.79 fs = 735.4 atomic units of time
peak-to-background ratio = 8.6729
bare maximum: eps = -0.3610, E-E_r = -6.679 meV
bare zero: eps = 2.7700, E-E_r = 51.245 meV
distance from maximum to zero = 57.924 meV
band model: largest deviation from F = 0.0256
band model: survival at 1 lifetimes = 0.3690, exponential = 0.3679
band model: survival at 2 lifetimes = 0.1353, exponential = 0.1353
band model: survival at 3 lifetimes = 0.0496, exponential = 0.0498
main instrument FWHM = 20.0 meV, s = 8.4932 meV
sigma = 0.45909, y = 1.54023, erfcx(y) = 0.31512
at E_r: bare F = 7.6729, convolved F = 6.7406
profile for main width: E-E_r (meV), bare F, convolved F
   -200  1.5647  1.5659
   -100  2.2118  2.2225
    -50  3.6065  3.6851
    -25  6.0101  6.1309
    -10  8.4815  7.6684
      0  7.6729  6.7406
     10  3.8466  4.1845
     25  0.7121  1.0974
     50  0.0005  0.0341
     75  0.0946  0.0959
    100  0.2298  0.2283
    200  0.5485  0.5479
FWHM, s, x_max (meV), F_max, x_min (meV), F_min, apparent |q|
  10  4.247  -7.498  8.3532  52.181  0.0061  2.712
  20  8.493  -9.268  7.6737  55.016  0.0241  2.583
  40  16.986  -13.569  6.3326  66.190  0.0924  2.309
  80  33.973  -22.779  4.6505  99.303  0.2713  1.911
small-width estimates: FWHM, x_max (meV), F_max, x_min (meV), F_min
  10  -7.613  8.3152  52.179  0.0061
  20  -10.415  7.2422  54.981  0.0243
error ratios on halving sigma (eps_max, eps_min, F_max, F_min):
  15.75  15.99  15.87  16.00
success
```
